# One Shifted Atom in a Tight-Binding Chain: Transmission and Conductance: test program

```python
"""
Result under test: in an infinite chain with nearest-neighbour matrix element
-hop and one site energy raised by shift, the transmission probability is
    T(E) = (4 hop^2 - E^2) / (4 hop^2 - E^2 + shift^2),
so T = 1/2 at the band centre E = 0 when |shift| = 2 hop.
Symbols: k is the phase advance per atom, E = -2 hop cos k, tau and r are the
transmitted and reflected amplitudes. Energies are in eV, and times in the
dynamical tests are in hbar/eV. The conductance is (2 e^2/h) T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit


def formula_T(energy, shift, hop):
    open_part = 4 * hop**2 - energy**2
    return open_part / (open_part + shift**2)


def recursion_amplitudes(k, shift, hop):
    """Start from a pure outgoing wave on the right and iterate leftwards."""
    energy = -2 * hop * np.cos(k)
    right, here = np.exp(6j * k), np.exp(5j * k)
    for n in range(5, -6, -1):
        site = shift if n == 0 else 0.0
        left = (site - energy) * here / hop - right
        right, here = here, left
    # now 'here' is site -6 and 'right' is site -5
    waves = np.array([[np.exp(-6j * k), np.exp(6j * k)],
                      [np.exp(-5j * k), np.exp(5j * k)]])
    incoming, reflected = np.linalg.solve(waves, [here, right])
    return 1 / incoming, reflected / incoming


def chain_matrix(half, shift, hop):
    size = 2 * half + 1
    matrix = -hop * (np.eye(size, k=1) + np.eye(size, k=-1))
    matrix[half, half] = shift
    return matrix


def device_T(energy, sites, bonds, hop, lead_shifts=(0.0, 0.0)):
    """Transmission of a finite region joined to two perfect half-chains."""
    matrix = np.diag(np.array(sites, dtype=complex))
    for j, bond in enumerate(bonds):
        matrix[j, j + 1] = matrix[j + 1, j] = -bond
    widths = []
    for end, offset in zip((0, -1), lead_shifts):
        local = energy - offset
        root = np.sqrt(4 * hop**2 - local**2)
        matrix[end, end] += (local - 1j * root) / 2
        widths.append(root)
    green = np.linalg.inv(energy * np.eye(len(sites)) - matrix)
    return widths[0] * widths[1] * abs(green[0, -1])**2


def surface_green(energy, cell, link):
    """Surface Green function of a half-chain by repeated elimination."""
    surface, bulk = cell.astype(complex), cell.astype(complex)
    a, b = link.astype(complex), link.T.astype(complex)
    unit = np.eye(len(cell))
    for _ in range(45):
        g = np.linalg.inv(energy * unit - bulk)
        agb, bga = a @ g @ b, b @ g @ a
        surface, bulk = surface + agb, bulk + agb + bga
        a, b = a @ g @ a, b @ g @ b
        if max(abs(a).max(), abs(b).max()) < 1e-13:
            break
    return np.linalg.inv(energy * unit - surface)


def second_neighbour_T(hop2, shift, hop):
    """Transmission at k = pi/2 with extra matrix element -hop2."""
    energy = 2 * hop2 + 1e-7j
    cell = np.array([[0.0, -hop], [-hop, 0.0]])
    link = np.array([[-hop2, 0.0], [-hop, -hop2]])
    sigma_right = link @ surface_green(energy, cell, link) @ link.T
    sigma_left = link.T @ surface_green(energy, cell, link.T) @ link
    centre = cell + np.diag([shift, 0.0])
    green = np.linalg.inv(energy * np.eye(2) - centre
                          - sigma_left - sigma_right)
    gamma_left = 1j * (sigma_left - sigma_left.conj().T)
    gamma_right = 1j * (sigma_right - sigma_right.conj().T)
    return np.trace(gamma_left @ green @ gamma_right @ green.conj().T).real


# ---- Test: amplitudes from recursion against the closed forms
for hop_test in (0.7, 1.0, 1.9):
    for shift_test in (-3.0, 0.4, 2.0):
        for k in (0.3, 1.1, np.pi / 2, 2.5):
            tau, r = recursion_amplitudes(k, shift_test, hop_test)
            closed = 1 / (1 + 1j * shift_test / (2 * hop_test * np.sin(k)))
            energy = -2 * hop_test * np.cos(k)
            assert abs(tau - closed) < 1e-10
            assert abs(1 + r - tau) < 1e-10
            assert abs(abs(tau)**2 + abs(r)**2 - 1) < 1e-10
            assert abs(abs(tau)**2
                       - formula_T(energy, shift_test, hop_test)) < 1e-10
            assert abs(device_T(energy, [0, shift_test, 0],
                                [hop_test] * 2, hop_test)
                       - abs(tau)**2) < 1e-10

# ---- Worked example: rough round parameters
hop, shift = 1.0, 2.0
spacing_nm, temperature, read_V = 0.25, 300.0, 0.1
kT = const.k * temperature / const.e
tau_mid, r_mid = recursion_amplitudes(np.pi / 2, shift, hop)
T_mid = abs(tau_mid)**2
assert abs(T_mid - 0.5) < 1e-12
assert abs(tau_mid - (1 - 1j) / 2) < 1e-12
assert abs(r_mid + (1 + 1j) / 2) < 1e-12

# ---- Test: moving wave packets; finite momentum width limits the accuracy
half = 600
position = np.arange(-half, half + 1)
packet_T = {}
for shift_test in (0.0, 1.0, 2.0, -2.0):
    levels, states = np.linalg.eigh(chain_matrix(half, shift_test, hop))
    for k in (np.pi / 2, np.pi / 3):
        packet = np.exp(-(position + 250)**2 / (4 * 40.0**2)
                        + 1j * k * position)
        packet /= np.linalg.norm(packet)
        duration = 500 / (2 * hop * np.sin(k))
        final = states @ (np.exp(-1j * levels * duration)
                          * (states.T @ packet))
        passed = np.sum(abs(final[position > 0])**2)
        packet_T[shift_test, k] = passed
        expected = formula_T(-2 * hop * np.cos(k), shift_test, hop)
        assert abs(passed - expected) < 5e-4
        if shift_test == 0.0:
            assert abs(np.sum(position * abs(final)**2) - 250) < 0.2

# ---- Test: current law from time evolution of a biased, filled chain
half = 300
position = np.arange(-half, half + 1)
bias, smear = 0.2, 0.05
flat = chain_matrix(half, shift, hop)
tilted = flat + np.diag(0.5 * bias * np.sign(position))
start_levels, start_states = np.linalg.eigh(tilted)
density = (start_states * expit(-start_levels / smear)) @ start_states.T
levels, states = np.linalg.eigh(flat)


def number_on_right(time):
    evolve = (states * np.exp(-1j * levels * time)) @ states.T
    later = evolve @ density @ evolve.conj().T
    return np.sum(np.diag(later).real[position > 0])


flow = (number_on_right(120.0) - number_on_right(40.0)) / 80.0
flow_law = T_mid * bias / (2 * np.pi)
# finite bias and smearing lower the flow by a few parts in a thousand
assert abs(flow / flow_law - 1) < 0.01
occupation = 2 * np.sum(expit(-levels / kT) * states[half]**2)

# ---- Conductance and current
G0 = 2 * const.e**2 / const.h * 1e6
G_defect = G0 * T_mid

# ---- Temperature, bias and Fermi level
thermal_T = quad(lambda x: formula_T(x * kT, shift, hop)
                 / (4 * np.cosh(x / 2)**2), -35, 35, epsabs=1e-12)[0]
thermal_series = 0.5 - np.pi**2 * kT**2 / (48 * hop**2)
assert abs(thermal_T - thermal_series) < 1e-6


def current_integrand(energy):
    window = (expit(-(energy - read_V / 2) / kT)
              - expit(-(energy + read_V / 2) / kT))
    return window * device_T(energy, [shift], [], hop,
                             (read_V / 2, -read_V / 2))


I_full = G0 * quad(current_integrand, -1.0, 1.0, points=[0.0],
                   epsabs=1e-10, limit=200)[0]
I_linear = G_defect * read_V
assert abs(I_full / I_linear - 1) < 2e-3
offset = 0.2
T_offset = formula_T(offset, shift, hop)
assert abs(T_offset - (0.5 - offset**2 / (16 * hop**2))) < 2e-5

# ---- Bonds, neighbours and contacts
ratio = 0.9
T_bonds = device_T(0.0, [0, shift, 0], [ratio * hop] * 2, hop)
T_neighbours = device_T(0.0, [0.1 * shift, shift, 0.1 * shift],
                        [hop] * 2, hop)


def contact_T(atoms_each_side):
    count = 2 * atoms_each_side + 3
    sites = np.zeros(count)
    sites[count // 2] = shift
    bonds = np.full(count - 1, hop)
    bonds[0] = bonds[-1] = ratio * hop
    return device_T(0.0, sites, bonds, hop)


T_even, T_odd = contact_T(4), contact_T(5)
strength = ratio**2
assert abs(T_even - strength**2 / (1 + strength**2)) < 1e-10
assert abs(T_odd - 1 / (1 + strength**2)) < 1e-10

# ---- Second-neighbour hopping, checked against a lattice Green function
T_second = {}
for hop2 in (-0.1, 0.1):
    T_second[hop2] = second_neighbour_T(hop2, shift, hop)
    inverse = 1 / shift + hop2 / (hop * np.sqrt(hop**2 - 4 * hop2**2))
    closed = inverse**2 / (inverse**2 + 1 / (4 * hop**2))
    assert abs(T_second[hop2] - closed) < 1e-4

# ---- Vibrations and tunnelling through the insulator
length_nm = 8 * spacing_nm
free_path_nm = 30.0
T_vibration = 1 / (1 / T_mid + length_nm / free_path_nm)
barrier_eV, area_nm2 = 1.5, 400.0
kappa = np.sqrt(2 * const.m_e * barrier_eV * const.e) / const.hbar * 1e-9
channels = area_nm2 * quad(
    lambda q: q / (2 * np.pi)
    * np.exp(-2 * length_nm * np.sqrt(kappa**2 + q**2)),
    0, 12, epsabs=0, epsrel=1e-8)[0]
G_tunnel = G0 * channels
assert G_tunnel < 1e-3 * G_defect
field = read_V / (2 * spacing_nm) * 10

print(f"Hopping magnitude t: {hop:.2f} eV")
print(f"Site-energy shift U: {shift:.2f} eV")
print(f"Atom spacing: {spacing_nm:.2f} nm")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Read voltage: {read_V:.2f} V")
print(f"tau at band centre: {tau_mid.real:.4f} {tau_mid.imag:+.4f} i")
print(f"r at band centre: {r_mid.real:.4f} {r_mid.imag:+.4f} i")
print(f"Transmission at band centre: {T_mid:.6f}")
print(f"Reflection at band centre: {abs(r_mid)**2:.6f}")
print(f"Wave packet, U=+2t: {packet_T[2.0, np.pi / 2]:.5f}")
print(f"Wave packet, U=-2t: {packet_T[-2.0, np.pi / 2]:.5f}")
print(f"Wave packet, U=2t, k=pi/3: {packet_T[2.0, np.pi / 3]:.5f}")
print(f"Formula, U=2t, k=pi/3: {formula_T(-hop, shift, hop):.5f}")
print(f"Time-evolved flow / current law: {flow / flow_law:.5f}")
print(f"Conductance, perfect chain: {G0:.3f} uS")
print(f"Conductance, with defect: {G_defect:.3f} uS")
print(f"Resistance, perfect chain: {1e3 / G0:.3f} kOhm")
print(f"Resistance, with defect: {1e3 / G_defect:.3f} kOhm")
print(f"Current, perfect chain: {G0 * read_V:.4f} uA")
print(f"Current, with defect, linear: {I_linear:.4f} uA")
print(f"Current, with defect, full bias and 300 K: {I_full:.4f} uA")
print(f"Transmission averaged at 300 K: {thermal_T:.6f}")
print(f"Fermi-level offset tried: {offset:.2f} eV")
print(f"Transmission with this offset: {T_offset:.5f}")
print(f"Weakened bond / normal bond: {ratio:.2f}")
print(f"Transmission, weak bonds at defect: {T_bonds:.4f}")
print(f"Neighbour shift tried: {0.1 * shift:.2f} eV")
print(f"Transmission, neighbours shifted: {T_neighbours:.4f}")
print(f"Transmission, second hopping +0.1t: {T_second[0.1]:.4f}")
print(f"Transmission, second hopping -0.1t: {T_second[-0.1]:.4f}")
print(f"Transmission, weak contacts, 9 atoms: {T_even:.4f}")
print(f"Transmission, weak contacts, 11 atoms: {T_odd:.4f}")
print(f"Filament length, 9 atoms: {length_nm:.2f} nm")
print(f"Mean free path, rough input: {free_path_nm:.0f} nm")
print(f"Transmission with vibrations: {T_vibration:.4f}")
print(f"Insulator barrier, rough input: {barrier_eV:.2f} eV")
print(f"Electrode area, rough input: {area_nm2:.0f} nm^2")
print(f"Direct tunnelling conductance: {G_tunnel:.2e} uS")
print(f"Field if all voltage drops over two bonds: {field:.2f} MV/cm")
print(f"Electrons on shifted atom, both spins: {occupation:.4f}")
print("Electrons on each atom of perfect half-filled chain: "
      f"{2 * np.mean(expit(-np.linalg.eigvalsh(chain_matrix(300, 0, hop)) / kT)):.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Hopping magnitude t: 1.00 eV
Site-energy shift U: 2.00 eV
Atom spacing: 0.25 nm
Temperature: 300 K; kT: 0.02585 eV
Read voltage: 0.10 V
tau at band centre: 0.5000 -0.5000 i
r at band centre: -0.5000 -0.5000 i
Transmission at band centre: 0.500000
Reflection at band centre: 0.500000
Wave packet, U=+2t: 0.49996
Wave packet, U=-2t: 0.49996
Wave packet, U=2t, k=pi/3: 0.42852
Formula, U=2t, k=pi/3: 0.42857
Time-evolved flow / current law: 0.99855
Conductance, perfect chain: 77.481 uS
Conductance, with defect: 38.740 uS
Resistance, perfect chain: 12.906 kOhm
Resistance, with defect: 25.813 kOhm
Current, perfect chain: 7.7481 uA
Current, with defect, linear: 3.8740 uA
Current, with defect, full bias and 300 K: 3.8714 uA
Transmission averaged at 300 K: 0.499862
Fermi-level offset tried: 0.20 eV
Transmission with this offset: 0.49749
Weakened bond / normal bond: 0.90
Transmission, weak bonds at defect: 0.3962
Neighbour shift tried: 0.20 eV
Transmission, neighbours shifted: 0.5863
Transmission, second hopping +0.1t: 0.5918
Transmission, second hopping -0.1t: 0.3878
Transmission, weak contacts, 9 atoms: 0.3962
Transmission, weak contacts, 11 atoms: 0.6038
Filament length, 9 atoms: 2.00 nm
Mean free path, rough input: 30 nm
Transmission with vibrations: 0.4839
Insulator barrier, rough input: 1.50 eV
Electrode area, rough input: 400 nm^2
Direct tunnelling conductance: 1.01e-07 uS
Field if all voltage drops over two bonds: 2.00 MV/cm
Electrons on shifted atom, both spins: 0.2929
Electrons on each atom of perfect half-filled chain: 1.0000
ALL CHECKS PASSED
```
